# Thickness scaling of hyperbolic phonon polaritons in hexagonal boron nitride slabs

**Q.** A film mode depends on its thickness, its surroundings and the wavelength of light. Why should its in-plane wavevector follow any simple law in thickness? Start with what is being assumed.

**A.** Take a slab $0<z<d$ with its optic axis along $z$. Its permittivity is $\varepsilon_t$ in the plane and $\varepsilon_z$ along the axis, both local functions of frequency. Above it is a medium of permittivity $\varepsilon_a$, below it one of $\varepsilon_s$; both are positive, lossless and independent of frequency. Fields vary as $e^{iqx-i\omega t}$, and $k_0=\omega/c$.

Each permittivity of the slab is that of one polar lattice oscillator,
$$\varepsilon_j=\varepsilon_{j\infty}\frac{\omega_{LO,j}^2-\omega^2-i\gamma\omega}{\omega_{TO,j}^2-\omega^2-i\gamma\omega},\qquad j=t,z .$$
Without damping it is negative between $\omega_{TO}$ and $\omega_{LO}$. In hexagonal boron nitride (hBN) the two intervals do not overlap, so in each of them $\varepsilon_t\varepsilon_z<0$. The lower band has $\varepsilon_z<0<\varepsilon_t$ (type I), the upper one $\varepsilon_t<0<\varepsilon_z$ (type II). I set $\gamma=0$ until loss is discussed.

**Q.** What do opposite signs do to the field?

**A.** Use p polarisation and write $H$ for $H_y$ times the vacuum impedance. Maxwell's equations are
$$E_x'-iqE_z=ik_0H,\qquad H'=ik_0\varepsilon_tE_x,\qquad qH=-k_0\varepsilon_zE_z,$$
where a prime means $d/dz$. The third gives $E_z=-qH/(k_0\varepsilon_z)$, and the first becomes
$$E_x'=i\left(k_0-\frac{q^2}{k_0\varepsilon_z}\right)H .$$
Differentiate and insert $H'$:
$$E_x''=-k_z^2E_x,\qquad k_z^2=\varepsilon_tk_0^2-\frac{\varepsilon_t}{\varepsilon_z}q^2=\varepsilon_tk_0^2+\kappa^2q^2,\qquad \kappa=\sqrt{-\varepsilon_t/\varepsilon_z}>0 .$$
In an isotropic dielectric, raising $q$ eventually makes $k_z$ imaginary. Here the $q^2$ term is positive, so the field still oscillates across the slab at large $q$.

**Q.** Oscillation alone selects no wavevector. Where does quantisation enter?

**A.** Through matching to fields that decay outside. There $E_x\propto e^{\mp p_jz}$ with $p_j=\sqrt{q^2-\varepsilon_jk_0^2}$, where $j=a,s$. The bracket in the equation for $E_x'$ equals $k_z^2/(k_0\varepsilon_t)$ inside and $-p_j^2/(k_0\varepsilon_j)$ outside. Hence
$$H_{\rm in}=-\frac{ik_0\varepsilon_t}{k_z^2}E_x',\qquad H_{\rm out}=\frac{ik_0\varepsilon_j}{p_j^2}E_x' .$$
Outside, $E_x'=-p_aE_x$ above and $E_x'=+p_sE_x$ below. Continuity of $E_x$ and $H$ then gives, for the inner field,
$$E_x'(d)=\frac{\varepsilon_ak_z^2}{\varepsilon_tp_a}E_x(d),\qquad E_x'(0)=-\frac{\varepsilon_sk_z^2}{\varepsilon_tp_s}E_x(0).$$
Write $E_x=\cos(k_zz-\alpha)$. At $z=0$ the ratio $E_x'/E_x$ is $k_z\tan\alpha$; at $z=d$ it is $-k_z\tan(k_zd-\alpha)$. With $U_j=-\varepsilon_jk_z/(\varepsilon_tp_j)$, the two conditions are $\tan\alpha=U_s$ and $\tan(k_zd-\alpha)=U_a$. The tangent has period $\pi$, so
$$k_zd=n\pi+\arctan U_a+\arctan U_s .$$
This still contains retardation.

**Q.** It also contains $k_0$, a second inverse length. What happens at large wavevector?

**A.** Let $q^2\gg|\varepsilon_z|k_0^2$ and $q^2\gg\varepsilon_jk_0^2$. Then $k_z\to\kappa q$ and $p_j\to q$. Since $\varepsilon_t=-\varepsilon_z\kappa^2$,
$$U_j\to-\frac{\varepsilon_j\kappa}{\varepsilon_t}=\frac{\varepsilon_j}{\varepsilon_z\kappa}\equiv u_j .$$
The condition becomes
$$q_nd=Q_n(\omega)=\frac1\kappa\left[n\pi+\arctan\frac{\varepsilon_a}{\varepsilon_z\kappa}+\arctan\frac{\varepsilon_s}{\varepsilon_z\kappa}\right].$$
The right side contains permittivities and an integer, but no length. At fixed frequency, surroundings and $n$, therefore, $q_n=Q_n/d$.

**Q.** Is that a property of standing waves, or something more general?

**A.** The scaling is more general. In this limit the field comes from a potential $\phi=f(z)e^{iqx}$, and $\nabla\cdot(\varepsilon\nabla\phi)=0$ reads
$$\varepsilon_zf''=\varepsilon_tq^2f,\qquad \varepsilon_zf'(d)=-\varepsilon_aqf(d),\qquad \varepsilon_zf'(0)=\varepsilon_sqf(0).$$
Put $z=d\,\zeta$ and $q=Q/d$: every $d$ cancels. Electrostatics with local permittivities has no length of its own.

The ladder of branches does need opposite signs. If both permittivities had the same sign, $f''$ would be a positive constant times $f$. Such an $f$ has at most one zero, which leaves no room for an endless sequence of modes with more and more nodes.

**Q.** Which integers are allowed? An arctangent can have either sign.

**A.** For type II, $u_j>0$ and the two arctangents add to a number between $0$ and $\pi$. Positive $q$ requires $n=0,1,2,\dots$. For type I, $u_j<0$, the sum lies between $-\pi$ and $0$, and $n=1,2,3,\dots$.

In both cases $n$ counts the nodes of the potential inside the slab. The phase of the cosine runs from $-\arctan u_s$ to $n\pi+\arctan u_a$. Each arctangent is smaller than $\pi/2$ in size, so this range contains $\pi/2,3\pi/2,\dots,(n-\tfrac12)\pi$ and no other zero of the cosine: $n$ nodes.

**Q.** The type II mode with $n=0$ has no node. How can it be confined by thickness?

**A.** Through the matching at the two faces. With $n=0$ the whole phase across the slab is the sum of the two arctangents, and that fixes $q_0d$. If $u_a$ and $u_s$ are small, $\arctan u_j\approx u_j$, and
$$Q_0\approx\frac{\varepsilon_a+\varepsilon_s}{\varepsilon_z\kappa^2}=\frac{\varepsilon_a+\varepsilon_s}{|\varepsilon_t|}.$$
The axial permittivity has dropped out, because the potential is nearly uniform across the film. In the opposite limit, $n\gg1$, the phase $n\pi$ dominates and $q_n\approx n\pi/(\kappa d)$, a standing wave. For all $n$, neighbouring branches at one frequency are spaced by $\pi/(\kappa d)$ in the large-wavevector limit.

**Q.** Put in numbers.

**A.** Take rough, rounded hBN values: $\varepsilon_{t\infty}=5$ with in-plane resonances at 1370 and 1610 cm$^{-1}$, and $\varepsilon_{z\infty}=3$ with axial ones at 780 and 830 cm$^{-1}$. The film is 50 nm thick, with air above and a model substrate of $\varepsilon_s=2$ below. At 1500 cm$^{-1}$,
$$\varepsilon_t=5\,\frac{1610^2-1500^2}{1370^2-1500^2}=-4.585,\qquad \varepsilon_z=3\,\frac{830^2-1500^2}{780^2-1500^2}=2.853 .$$
So $\kappa=\sqrt{4.585/2.853}=1.268$ and $\varepsilon_z\kappa=3.617$. Then $u_a=0.2765$, $u_s=0.553$, and
$$Q_0=\frac{0.270+0.505}{1.268}=0.611,\qquad q_0=\frac{0.611}{0.050\ \mu\text{m}}=12.2\ \text{rad}/\mu\text{m}.$$
This is a polariton wavelength of about 0.51 µm. The small-$u$ estimate gives $3/4.585=0.654$, about 7% above $Q_0$. Adding $\pi/\kappa=2.478$ gives $Q_1=3.09$ and $q_1=61.8$ rad/µm.

At 800 cm$^{-1}$, $\varepsilon_t=7.891$, $\varepsilon_z=-4.642$ and $\kappa=1.304$. The arctangents are $-0.164$ and $-0.319$, so
$$Q_1=\frac{\pi-0.483}{1.304}=2.04,\qquad q_1=40.8\ \text{rad}/\mu\text{m}.$$

**Q.** You discarded $k_0$. How much did that cost?

**A.** Expand to first order in $k_0^2/q^2$. From $\varepsilon_t/\kappa^2=-\varepsilon_z$,
$$k_z\approx\kappa q\left(1-\frac{\varepsilon_zk_0^2}{2q^2}\right),\quad p_j\approx q\left(1-\frac{\varepsilon_jk_0^2}{2q^2}\right),\quad U_j\approx u_j\left[1+\frac{(\varepsilon_j-\varepsilon_z)k_0^2}{2q^2}\right].$$
The derivative of $\arctan u$ is $1/(1+u^2)$. Set $q=q_n(1+\delta)$ and $\Theta=\kappa Q_n$. The matching condition becomes
$$\Theta\left(1+\delta-\frac{\varepsilon_zk_0^2}{2q_n^2}\right)=\Theta+\frac{k_0^2}{2q_n^2}\sum_j\frac{(\varepsilon_j-\varepsilon_z)u_j}{1+u_j^2},$$
and therefore
$$\delta=\frac{k_0^2}{2q_n^2}\left[\varepsilon_z+\frac1\Theta\sum_{j=a,s}\frac{(\varepsilon_j-\varepsilon_z)u_j}{1+u_j^2}\right].$$
Since $q_n\propto1/d$, this error grows as $d^2$. For $n=0$ at 1500 cm$^{-1}$, $q_0/k_0=13.0$ and $\Theta=0.775$. The sum is $-0.476-0.361=-0.837$, so the bracket is $2.853-1.080=1.773$, and $\delta=1.773/(2\times13.0^2)\approx0.5\%$.

**Q.** Does the full Maxwell problem agree when thickness alone is changed?

**A.** Carrying $E_x$ and $H$ through the slab numerically and demanding decay on both sides gives, for $n=0$ at 1500 cm$^{-1}$:

| $d$ (nm) | $q$ (rad/µm) | $qd$ |
|---|---|---|
| 20 | 30.59 | 0.6118 |
| 50 | 12.29 | 0.6145 |
| 100 | 6.24 | 0.6241 |
| 200 | 3.31 | 0.6613 |

The limiting value is $Q_0=0.6113$. Relative to it, the product is high by 0.5% at 50 nm, 2.1% at 100 nm and 8.2% at 200 nm. Scaling the first-order shift as $d^2$ predicts 2.1% and 8.4% for the last two. So the inverse law is asymptotic, and for this branch it is already poor at 200 nm.

At 800 cm$^{-1}$ the $n=1$ branch has $q_1/k_0=81$ at 50 nm, and its shift is only $-0.04\%$. The limit says nothing about waves with $q$ comparable to $k_0$.

**Q.** So far the frequency has been fixed. An experiment may fix $q$ instead. Is there one frequency per branch?

**A.** Yes, in the lossless large-wavevector limit. Across each band $\kappa$ runs between zero and infinity, while the bracket in $Q_n$ stays finite and does not vanish where $\kappa\to0$. So $Q_n$ takes every positive value. It takes each only once, because each branch is monotonic, as follows. Multiply the potential equation by $f$, integrate by parts and use the face conditions. The result is $F=0$, where
$$F=\int_0^d(\varepsilon_tq^2f^2+\varepsilon_zf'^2)\,dz+q\left[\varepsilon_af(d)^2+\varepsilon_sf(0)^2\right].$$
Vary $f$ at fixed $q$ and $\omega$. After one integration by parts, the volume term contains $\varepsilon_tq^2f-\varepsilon_zf''$, and the surface terms contain the two face conditions. All vanish, so a change of $f$ along the branch does not alter $F$ to first order. Hence
$$\frac{\partial F}{\partial\omega}\,d\omega+\frac{\partial F}{\partial q}\,dq=0 .$$
Using $F=0$ to remove the surface term from $q\,\partial F/\partial q$ leaves $\int(\varepsilon_tq^2f^2-\varepsilon_zf'^2)dz$. Thus
$$q\frac{d\omega}{dq}=\frac{\int_0^d(\varepsilon_zf'^2-\varepsilon_tq^2f^2)\,dz}{\int_0^d\left(q^2f^2\,\partial_\omega\varepsilon_t+f'^2\,\partial_\omega\varepsilon_z\right)dz}.$$
For the undamped oscillator,
$$\partial_\omega\varepsilon_j=\frac{2\omega\,\varepsilon_{j\infty}(\omega_{LO,j}^2-\omega_{TO,j}^2)}{(\omega_{TO,j}^2-\omega^2)^2}>0,$$
so the denominator is positive. The numerator is positive for type II and negative for type I.

At fixed $\omega$, $Q_n$ rises with $n$. At fixed $q$, a higher $n$ therefore lies lower in the upper band and higher in the lower band. For the 50 nm film at $q=50$ rad/µm, the upper-band frequencies are 1574.5, 1478.4 and 1420.9 cm$^{-1}$ for $n=0,1,2$. The lower-band ones are 796.0, 812.7 and 820.6 cm$^{-1}$ for $n=1,2,3$.

**Q.** What does a negative slope mean physically?

**A.** Energy and phase travel in opposite directions. In the large-wavevector limit the group velocity is $d\omega/dq=d\,(d\omega/dQ)$, so at fixed $\omega$ and $n$ it is proportional to thickness. At 50 nm it is 976 km/s for the type II $n=0$ example and $-94$ km/s for the type I $n=1$ example.

**Q.** Real phonons are damped. Does the wavevector law survive?

**A.** With complex permittivities the same formula gives a complex $Q_n$, continued from the lossless root. It still contains no length, so $\operatorname{Re}q/\operatorname{Im}q$ is independent of $d$ in the large-wavevector limit.

For weak damping with one common $\gamma$, use $\omega^2+i\gamma\omega=(\omega+i\gamma/2)^2+\gamma^2/4$. Dropping $\gamma^2/4$ shifts the frequency argument by $i\gamma/2$, and to first order
$$\operatorname{Im}q\approx\frac{\gamma}{2}\frac{dq}{d\omega}.$$
For $\gamma=5$ cm$^{-1}$, $\gamma/2$ corresponds to $4.71\times10^{11}$ s$^{-1}$. Division by 976 km/s gives 0.48 rad/µm, in agreement with the complex formula. The amplitude decays over 2.1 µm, with $|\operatorname{Re}q/\operatorname{Im}q|=25$.

For the type I example the decay length is 0.20 µm and the ratio 8.1. There a positive $\operatorname{Re}q$ comes with a negative $\operatorname{Im}q$. A wave that carries energy towards $+x$ and decays that way is the solution with the sign of $q$ reversed.

**Q.** How close is this to a real hBN film, and could I read its thickness from $d=Q_n/q$?

**A.** The band positions are typical of hBN to the rough accuracy stated. Damping varies between samples, and one value for both directions is a simplification. The assumption of a constant substrate can also fail: silica, for example, has infrared resonances of its own. Its measured $\varepsilon_s(\omega)$ can be inserted at each frequency without spoiling the $1/d$ law, provided the substrate is thick compared with $1/q$. A finite oxide on silicon adds a length of its own. With $\varepsilon=2$ on a silicon base of $\varepsilon=11.7$, for $n=0$ at 1500 cm$^{-1}$, a 285 nm oxide raises $qd$ by 0.07%, 2.2% and 12% at $d=50$, 100 and 200 nm, and a 90 nm oxide raises it by 7.5% already at 50 nm. An error in $\varepsilon_s$ also matters. For $n=0$ at 1500 cm$^{-1}$ and 50 nm, raising $\varepsilon_s$ by 0.1 raises $q$ by 2.7%. Lowering both in-plane resonances by 1 cm$^{-1}$, as heating or strain might, raises it by 1.6%. One extra atomic layer, roughly 0.33 nm, lowers it by 0.66%. A resonance error of about 0.4 cm$^{-1}$ is therefore as large as the signal of one layer. Thickness can be read this way if $q$ is measured precisely enough and the mode number, the permittivities and the retardation shift are known well enough.

**Q.** And if the film is made ever thinner?

**A.** Then the local permittivity becomes the weak point. Treating layers of spacing $a$ as a discrete grid replaces $k_z$ by $(2/a)\sin(k_za/2)\approx k_z(1-k_z^2a^2/24)$. For $n=3$ at 1500 cm$^{-1}$ and 50 nm, with $a=0.33$ nm, $k_z=\kappa q_3=204$ rad/µm, which gives a relative change of 0.02%. This fixes the scale $(k_za)^2$ but not the prefactor: a stack of polarisable sheets with the same average permittivities lowers $q_3$ by 0.08% to 0.16%, depending on the medium assumed between the sheets.

An assumed in-plane phonon dispersion of 200 cm$^{-1}$ across the zone, quadratic in $q$, shifts the frequency of the same $n=3$ mode by 0.03 cm$^{-1}$ and its $q$ by 0.03%; dispersion along the optic axis is left out. Both are estimates of size, not a theory of few-layer films. At fixed $\omega$ and $n$ both relative changes grow as $1/d^2$, so at 5 nm they would be about 2% (several times more for a stack of sheets) and 3% for $n=3$. For $n=0$ they stay below a few tenths of a percent, and the faces matter more: a 0.1 nm gap between film and substrate lowers $q_0$ by 0.1% at 50 nm and by 1% at 5 nm, growing as $1/d$. The inverse law thus has a window: thick enough for a local response, and thin enough that $q\gg k_0$. The program also computes a few higher branches.

## Table of computed values

```
hBN in-plane: eps_inf 5.0, TO 1370, LO 1610 cm^-1
hBN axial: eps_inf 3.0, TO 780, LO 830 cm^-1
damping 5.0 cm^-1; eps above 1.0, below 2.0; d 50 nm
Type II, 1500 cm^-1: eps_t -4.585, eps_z 2.853, kappa 1.2677
 k0 0.9425 rad/um; branch spacing 49.56 rad/um
 n=0: qd 0.6113, q 12.23, Maxwell q 12.29 rad/um
 n=1: qd 3.0895, q 61.79, Maxwell q 61.81 rad/um
 n=2: qd 5.5678, q 111.36, Maxwell q 111.37 rad/um
 n=3: qd 8.0460, q 160.92, Maxwell q 160.93 rad/um
 n=0: q/k0 13.0, retardation shift 0.527 %
 n=0: Maxwell power of d, 25 to 50 nm: -0.9943
  d 20 nm: Maxwell q 30.591 rad/um, qd 0.6118
  d 50 nm: Maxwell q 12.290 rad/um, qd 0.6145
  d 100 nm: Maxwell q 6.241 rad/um, qd 0.6241
  d 200 nm: Maxwell q 3.306 rad/um, qd 0.6613
 n=0: group velocity 976 km/s
 n=0: lossy q 12.217 +0.482i rad/um
 amplitude decay length 2.073 um, |Re q/Im q| 25.3
 at q 50 rad/um: n=0 1574.5, n=1 1478.4, n=2 1420.9 cm^-1
Type I, 800 cm^-1: eps_t 7.891, eps_z -4.642, kappa 1.3038
 k0 0.5027 rad/um; branch spacing 48.19 rad/um
 n=1: qd 2.0393, q 40.79, Maxwell q 40.77 rad/um
 n=2: qd 4.4489, q 88.98, Maxwell q 88.97 rad/um
 n=3: qd 6.8586, q 137.17, Maxwell q 137.17 rad/um
 n=4: qd 9.2682, q 185.36, Maxwell q 185.36 rad/um
 n=1: q/k0 81.1, retardation shift -0.044 %
 n=1: Maxwell power of d, 25 to 50 nm: -1.0005
  d 20 nm: Maxwell q 101.956 rad/um, qd 2.0391
  d 50 nm: Maxwell q 40.768 rad/um, qd 2.0384
  d 100 nm: Maxwell q 20.357 rad/um, qd 2.0357
  d 200 nm: Maxwell q 10.125 rad/um, qd 2.0250
 n=1: group velocity -94 km/s
 n=1: lossy q 40.410 -4.962i rad/um
 amplitude decay length 0.202 um, |Re q/Im q| 8.1
 at q 50 rad/um: n=1 796.0, n=2 812.7, n=3 820.6 cm^-1
Neglected or uncertain effects at 1500 cm^-1, d 50 nm:
 rough inputs: layer 0.33 nm, cell 0.25 nm, phonon width 200 cm^-1
 layer discreteness, n=3: (kz*a)^2/24 = 0.0189 %
 phonon dispersion, n=3: 0.0328 cm^-1, q by 0.0295 %
 in-plane TO and LO lower by 1 cm^-1: q +1.59 %
 substrate permittivity +0.1: q +2.70 %
 one extra layer: q -0.66 %
 damping: Re q -0.077 %
```
